# Dopant diffusion by vacancies and interstitials: enhancement as a transport-weighted sum

Suppose that a surface reaction during an anneal raises the interstitial concentration in a crystal to eight times its equilibrium value and lowers the vacancy concentration to a quarter. A dopant that can move with either defect gains mobility from the first change and loses some through the second, and the two concentrations alone do not say what the net effect is. If each mechanism is weighted by the number of dopants bound to each defect, the model crystal treated below is predicted to show an enhancement of 1.8. Its actual enhancement is 6.1. The error lies in counting pairs when the quantity that matters is how much transport they carry.

Let A be a substitutional dopant, I a self-interstitial and V a vacancy, and let X stand for either defect. An isolated substitutional dopant is taken to be immobile. It moves while it belongs to a pair AI or AV, where AI includes a dopant that has been displaced into an interstitial position. Concentrations are written $C_A$, $C_X$ and $C_{AX}$, and a star marks equilibrium at the anneal temperature. The supersaturation is the ratio
$$
s_X=\frac{C_X}{C_X^*},
$$
so that $s_X<1$ describes an undersaturation. For the moment the Fermi level is fixed, there is no electric field, and $s_I$ and $s_V$ are given numbers, uniform in space. Treating them as given assumes throughout that the dopant is dilute enough for its pairs to carry only a small part of the defect flux. In a heavily doped region the pairs transport defects and release them elsewhere, so the supersaturations then depend on the dopant profile and must be solved for together with it.

A dopant captures a defect at the rate $a_XC_X$, and a pair dissociates at the rate $k_X$. If the pair diffuses with diffusivity $d_X$, its concentration obeys
$$
\frac{\partial C_{AX}}{\partial t}=a_XC_XC_A-k_XC_{AX}+d_X\frac{\partial^2C_{AX}}{\partial x^2}. \tag{1}
$$
The coefficient $d_X$ follows from the hops of the pair. Let the pair step a distance $a$ along $x$ at the rate $w_X$ in each direction. In a time $t$ it makes on average $2w_Xt$ steps. For independent steps the cross terms in the squared displacement average to zero, leaving $2w_Xa^2t$. Setting this equal to $2d_Xt$ gives
$$
d_X=w_Xa^2. \tag{2}
$$
For a vacancy pair, $w_X$ must be read as the rate of effective, uncorrelated steps. A dopant that exchanges places with a vacancy and then exchanges back has made two jumps and no progress. The vacancy has to move around the dopant before the next exchange can carry the pair onward.

When the first two terms of (1) dominate, they must nearly cancel, and
$$
C_{AX}=\frac{a_XC_X}{k_X}C_A
=\frac{a_XC_X^*}{k_X}\,\frac{C_X}{C_X^*}\,C_A
=r_Xs_XC_A,\qquad r_X=\frac{a_XC_X^*}{k_X}. \tag{3}
$$
Here $r_X$ is the equilibrium ratio of pairs to isolated dopants, as one sees by setting $s_X=1$. The coefficients $a_X$ and $k_X$ belong to a single dopant and a single pair, so at fixed temperature and Fermi level they do not change when more defects are supplied. This is why the pair population is proportional to the supersaturation.

How good is this local equilibrium? Consider a slowly decaying concentration wave, with every concentration proportional to $e^{iqx-\Gamma t}$. Equation (1) becomes
$$
-\Gamma C_{AX}=a_XC_XC_A-(k_X+d_Xq^2)C_{AX},
$$
and solving for the pair concentration gives
$$
C_{AX}=\frac{r_Xs_XC_A}{1+(d_Xq^2-\Gamma)/k_X}. \tag{4}
$$
Local equilibrium therefore requires $\Gamma\ll k_X$ and $qL_X\ll1$, where $L_X=\sqrt{d_X/k_X}$ is the migration length of a pair. The profile must change little during the life of a pair and over the distance that the pair travels.

Capture and dissociation change the state of a dopant but not the number of dopants. In the sum $C_T=C_A+C_{AI}+C_{AV}$ the reaction terms cancel, and what remains is
$$
\frac{\partial C_T}{\partial t}=\sum_Xd_X\frac{\partial^2C_{AX}}{\partial x^2}. \tag{5}
$$
By (3), $C_T=C_A(1+\sum_Xr_Xs_X)$. Solving this for $C_A$ and inserting $C_{AX}=r_Xs_XC_A$ in (5) gives a diffusion equation for $C_T$ with
$$
D=\frac{\sum_Xr_Xs_Xd_X}{1+\sum_Xr_Xs_X}. \tag{6}
$$
If few dopants are paired, the denominator is close to one. Define $D_X^*=r_Xd_X$, the contribution of mechanism X at equilibrium. Then
$$
D=D_I^*s_I+D_V^*s_V,\qquad D^*=D_I^*+D_V^*,
$$
where the second relation is the first at $s_I=s_V=1$. Division gives the dopant enhancement
$$
\boxed{\;E=\frac{D}{D^*}=f_Is_I+f_Vs_V,\qquad f_X=\frac{D_X^*}{D_I^*+D_V^*}.\;} \tag{7}
$$
The weights add to one. Each is the fraction of the equilibrium dopant flux that its mechanism carries, because in a given gradient of $C_A$ the two fluxes stand in the ratio $D_I^*:D_V^*$. The corresponding fraction of the pair population is $p_X=r_X/(r_I+r_V)$. Dividing the numerator and denominator of $f_X$ by $r_I+r_V$ shows how the two are related:
$$
f_X=\frac{p_Xd_X}{p_Id_I+p_Vd_V}.
$$
They agree when the pairs are equally mobile, or when one kind of pair is absent. Otherwise a rare but fast pair can dominate the transport.

If both defects are at equilibrium, (7) gives $E=1$. If vacancies are removed while interstitials stay at equilibrium, it gives $E=f_I$, which is a direct meaning for the weight. If a direct exchange of dopant and host atoms added a contribution $D_{ex}$ that needs no defect, the same division would give a third weight multiplied by one instead of by a supersaturation. Equation (7) assumes that this contribution is negligible.

For a numerical case, take an unnamed model crystal with round parameters. Nanometres and seconds are the natural units here. The step along $x$ is 0.25 nm, and the hop rates each way are $48000\ \mathrm{s^{-1}}$ for AI and $4000\ \mathrm{s^{-1}}$ for AV. Equation (2) gives
$$
d_I=48000\times0.25^2=3000\ \mathrm{nm^2/s},\qquad
d_V=4000\times0.25^2=250\ \mathrm{nm^2/s}.
$$
The capture coefficients are $5\times10^6$ and $2\times10^6\ \mathrm{nm^3/s}$, the equilibrium defect concentrations $1\times10^{-10}$ and $4\times10^{-10}\ \mathrm{nm^{-3}}$, and the dissociation rates 50 and $20\ \mathrm{s^{-1}}$, in each case for I first and V second. Hence
$$
r_I=\frac{5\times10^{-4}}{50}=1\times10^{-5},\qquad
r_V=\frac{8\times10^{-4}}{20}=4\times10^{-5}.
$$
Four pairs in five are vacancy pairs. Their transport contributions are nevertheless the smaller ones:
$$
D_I^*=10^{-5}\times3000=0.030\ \mathrm{nm^2/s},\qquad
D_V^*=4\times10^{-5}\times250=0.010\ \mathrm{nm^2/s}.
$$
The sum is $D^*=0.040\ \mathrm{nm^2/s}=4.0\times10^{-16}\ \mathrm{cm^2/s}$, and the weights are $f_I=0.75$ and $f_V=0.25$. With $s_I=8$ and $s_V=0.25$,
$$
E=0.75\times8+0.25\times0.25=6.0625,
$$
whereas population weights would give $0.2\times8+0.8\times0.25=1.8$. The diffusivity rises to about $0.242\ \mathrm{nm^2/s}$, or $2.42\times10^{-15}\ \mathrm{cm^2/s}$.

The numerical output below includes an independent test of this result. The rates of capture, dissociation and hopping were assembled into a matrix for a long concentration wave, and the diffusivity was taken from its slowest decay rate, without assuming local equilibrium. The enhancement found in this way is 6.0622. The diffusivity itself lies below the dilute formula by less than two parts in ten thousand. Part of this comes from the denominator of (6), where $\sum_Xr_Xs_X=9\times10^{-5}$, and the finite wavelength lowers it further, as (4) shows. Switching off vacancy capture in the same matrix leaves a fraction 0.750 of the equilibrium diffusivity, which confirms the meaning of $f_I$.

The dilute condition matters because a dopant that is already paired cannot be counted again as an isolated one. From (6), the enhancement without that condition is
$$
\frac{D}{D^*}=(f_Is_I+f_Vs_V)\,
\frac{1+r_I+r_V}{1+r_Is_I+r_Vs_V}. \tag{8}
$$
If both pair ratios are made ten thousand times larger, so that $r_I=0.1$ and $r_V=0.4$, the correction factor is $1.5/1.9$. The enhancement falls from 6.06 to 4.79, and the rate matrix gives the same value. The supersaturation then increases the mobile population by less than its own factor, since the supply of isolated dopants is being used up.

A supersaturation produced at a surface usually varies with depth, and (7) is then not the whole story. Each pair species has the flux $-d_X\,\partial C_{AX}/\partial x$. With (3), the dilute dopant flux is
$$
J=-\frac{\partial}{\partial x}\left[C_A\mathcal D(x)\right],
\qquad \mathcal D(x)=D_I^*s_I(x)+D_V^*s_V(x). \tag{9}
$$
The derivative acts on the product because it acts on the pair concentration, and the supersaturation is part of that concentration. By the product rule,
$$
J=-\mathcal D\frac{\partial C_A}{\partial x}-C_A\frac{\partial\mathcal D}{\partial x}.
$$
The first term is ordinary diffusion with the local enhancement (7). The second is a drift towards regions of smaller $\mathcal D$, and it acts even on a uniform dopant profile. At zero flux, $C_A\mathcal D$ is constant, so dopants collect where they are least mobile.

Let $s_V=0.25$ everywhere while $s_I$ varies periodically between 1 and 8. Then $\mathcal D$ varies between $0.030+0.0025=0.0325$ and $0.240+0.0025=0.2425\ \mathrm{nm^2/s}$. The stationary dopant concentration should vary by the factor $0.2425/0.0325=7.46$. Solving the three coupled rate equations for a period of 2000 nm gives 7.46 as well. For a period of 10 nm, however, the factor is 6.17.

The short period fails the condition $qL_X\ll1$, since the migration lengths are 7.7 nm for AI and 3.5 nm for AV. The opposite limit can be worked out too. When $d_Xq^2\gg k_X$, hopping smooths the pair concentrations until they are uniform. In the stationary state, each isolated dopant lost by capture must be replaced by dissociation at the same place:
$$
C_A(x)\sum_Xa_XC_X(x)=\sum_Xk_XC_{AX}.
$$
The right side is now uniform, so $C_A$ is inversely proportional to the total capture rate. This rate is $(5\times8+8\times0.25)\times10^{-4}=4.2\times10^{-3}\ \mathrm{s^{-1}}$ at the maximum of $s_I$ and $(5+8\times0.25)\times10^{-4}=7\times10^{-4}\ \mathrm{s^{-1}}$ at the minimum. Their ratio is 6, and the computed 6.17 lies between this limit and the long-period value. In the limit of short periods the profile records where dopants are captured, and no longer how far the pairs then carry them.

Supersaturations also change during an anneal. Let them be uniform in space again, and let $\langle x^2\rangle$ be the mean square displacement of dopants that start at $x=0$. Multiply (5) by $x^2$, integrate over $x$ and divide by the number $N=\int C_T\,dx$ of dopants per area. Two integrations by parts move the derivatives onto $x^2$, whose second derivative is 2, and the boundary terms vanish for a localized profile:
$$
\frac{d\langle x^2\rangle}{dt}=2\sum_Xd_X\frac{\int C_{AX}\,dx}{N}.
$$
In the dilute limit the last fraction is $r_Xs_X(t)$, provided that $s_X$ changes little during a pair lifetime $1/k_X$. Integration over the anneal time $t_a$ gives
$$
\langle x^2\rangle=2D^*t_a\left(f_I\bar s_I+f_V\bar s_V\right),
\qquad \bar s_X=\frac1{t_a}\int_0^{t_a}s_X\,dt. \tag{10}
$$
The broadening thus measures time-averaged supersaturations, and a short initial burst of defects can contribute as much as a long weak excess.

As an example, hold the supersaturations above for 600 s, and follow them with 1400 s at $s_I=2$ and $s_V=0.5$. The averages are
$$
\bar s_I=\frac{600\times8+1400\times2}{2000}=3.8,\qquad
\bar s_V=\frac{600\times0.25+1400\times0.5}{2000}=0.425,
$$
and the mean enhancement is $0.75\times3.8+0.25\times0.425=2.96$. The variance is $2\times0.040\times2000\times2.956=473\ \mathrm{nm^2}$, against $160\ \mathrm{nm^2}$ for the same time at equilibrium. Propagating the rate equations through both stages gives the same variance within the test tolerance of two parts in a thousand.

This agreement concerns the variance, not the shape of the profile. The expected number of captures per dopant is
$$
4.2\times10^{-3}\times600+1.4\times10^{-3}\times1400=4.5,
$$
where the second rate is $(5\times2+8\times0.5)\times10^{-4}\ \mathrm{s^{-1}}$. Capture is a random event without memory, and the time spent in pairs is negligible, so a fraction $e^{-4.5}\approx1\%$ of the dopants is never captured. These atoms remain at the starting plane, which a Gaussian profile would not allow. The diffusion equation describes the central part of the profile once there have been many captures and the profile is smooth on the scale of $L_X$. The far tails approach the Gaussian more slowly: with both stages ten times longer, or 45 captures on average, the concentration four standard deviations from the starting plane is still about twice the Gaussian value.

So far each defect has been treated as one species, although it may exist in several charge states. Let $n$ be the electron density and $n_i$ its intrinsic value. If electrons equilibrate quickly, $n$ fixes the fraction of free defects in each charge state. Multiplying the total concentration by $s_X$ then multiplies every charge state by the same $s_X$. All capture rates that form AX pairs grow by this factor, while dissociation and charge exchange among the pairs keep their rate constants. The balance equations for the pairs are linear, so every pair charge state $c$ also grows by $s_X$. Equation (7) survives with
$$
D_X^*(n)=\sum_cr_X^c(n)\,d_X^c. \tag{11}
$$
The weights and the reference diffusivity now depend on the Fermi level.

To see the size of this effect, let the dopant be a singly charged donor. Keep the previous AI pair as the positive one and add a neutral AI pair with diffusivity $1200\ \mathrm{nm^2/s}$. Forming it requires one more electron, so its equilibrium ratio is proportional to $n$, and it is chosen as $0.5\,(n/n_i)\times10^{-5}$. The vacancy contribution is kept fixed, which is a choice of the model: if vacancy pairs also take up electrons, $D_V^*$ grows with $n$ as well, and $f_I$ can then fall instead of rising. Then
$$
D_I^*=0.030+0.006\,\frac n{n_i}\quad\mathrm{nm^2/s}.
$$
At $n=n_i$ this is 0.036, which gives $f_I=0.036/0.046=0.78$. At $n=5n_i$ it is 0.060, and $f_I=0.060/0.070=0.86$. For the same $s_I=8$ and $s_V=0.25$, the enhancements are 6.315 and 6.89, each relative to equilibrium diffusion at its own $n$. If the second diffusivity were compared with the intrinsic reference instead, the ratio would be $6.89\times0.070/0.046\approx10.5$. That number mixes the effect of excess defects with the effect of the Fermi level and must not be inserted in (7). The electron density here is uniform. A gradient of $n$ would bring an electric field and further terms in the flux.

One more reaction can spoil the proportionality in (3). An AI pair may meet a vacancy and turn into a substitutional dopant, so that AI + V $\leftrightarrow$ A. Let its rate per pair be $b_IC_V$, and let $g_I$ be the rate of the reverse process per isolated dopant. In thermal equilibrium each reaction balances its own reverse, hence $g_I=b_IC_V^*r_I$. With $\beta_I=b_IC_V^*/k_I$, the forward rate is $\beta_Ik_Is_V$ and the reverse rate $\beta_Ik_Ir_I$. The capture rate is $a_IC_I=k_Ir_Is_I$ by (3). The steady balance of AI pairs is therefore
$$
(k_Ir_Is_I+\beta_Ik_Ir_I)C_A=(k_I+\beta_Ik_Is_V)C_{AI},
$$
and division by the bracket on the right gives
$$
C_{AI}=r_I\,\frac{s_I+\beta_I}{1+\beta_Is_V}\,C_A. \tag{12}
$$
The same argument for AV + I $\leftrightarrow$ A gives the vacancy result with I and V interchanged. Each fraction replaces the corresponding supersaturation in (7).

For small $\beta_I$, meaning $\beta_I\ll s_I$ and $\beta_Is_V\ll1$, the original law returns. For very large $\beta_I$ the fraction tends to $1/s_V$, and the interstitial pairs are controlled by the vacancy concentration. There is also a case in which $\beta_I$ does not matter. If $s_Is_V=1$, then
$$
\frac{s_I+\beta_I}{1+\beta_I/s_I}=\frac{s_I(s_I+\beta_I)}{s_I+\beta_I}=s_I.
$$

If a pair captures the opposite defect with the same coefficient as an isolated dopant does, the model has $\beta_I=8\times10^{-4}/50=1.6\times10^{-5}$ and $\beta_V=5\times10^{-4}/20=2.5\times10^{-5}$. The correction is then negligible. To make it visible, set both to the exaggerated value 0.5. The effective supersaturations become $8.5/1.125=7.56$ and $0.75/5=0.15$, and the enhancement drops from 6.06 to 5.70. With the same $\beta$ but $s_V=1/8$, the rate matrix returns the simple value, $0.75\times8+0.25/8=6.03$.

The condition $s_Is_V=1$ arises when free interstitials and vacancies recombine and form in balance, because the recombination rate is proportional to $C_IC_V$ and the formation rate is fixed by its equilibrium value. In that case a measured retardation limits $f_I$ even when the size of $s_I$ is unknown, provided that interstitials are known to be in excess. Write $f=f_I$ and $s=s_I>1$. Then
$$
E=fs+\frac{1-f}{s},\qquad
E-1=\frac{(s-1)\left[fs-(1-f)\right]}{s}. \tag{13}
$$
The second form is checked by multiplying out its numerator, which gives $fs^2-s+1-f$. For $s>1$, retardation requires $s<(1-f)/f$, and this is possible only if $f<1/2$. The smallest value of $E$ follows from
$$
\frac{dE}{ds}=f-\frac{1-f}{s^2}=0,\qquad
s=\sqrt{\frac{1-f}{f}},\qquad
E_{\min}=2\sqrt{f(1-f)}.
$$
An observed $E$ cannot lie below this minimum. Squaring $E\ge E_{\min}$ gives $f^2-f+E^2/4\ge0$, so $f$ lies outside the interval between the two roots. Since $f<1/2$, the lower branch applies:
$$
f_I\le\frac{1-\sqrt{1-E^2}}2. \tag{14}
$$
For $E=0.8$ the bound is $f_I\le0.2$, and equality requires $s_I=2$. A scan over $s_I$ finds the same limit. The bound rests on the dilute law (7) and on the balance $s_Is_V=1$. If vacancies are depleted further, it fails: $f_I=0.4$ with $s_I=1.2$ and $s_V=0.1$ gives $E=0.54$, for which (14) would allow only $f_I\le0.08$. An observed enhancement is less informative. For any $f$ between 0 and 1, $E$ starts at 1 for $s=1$ and grows without limit at large $s$, so every value $E>1$ can be reached with a suitable $s$. To obtain the weight from an enhancement, the supersaturations must be known separately. Equation (7) with $f_V=1-f_I$ then gives
$$
f_I=\frac{E-s_V}{s_I-s_V},
$$
which for the model crystal is $(6.0625-0.25)/(8-0.25)=0.75$.

## Values computed for the example and the checks

```
hop length along x: 0.25 nm
AI hop rate each way: 48000 1/s
AI dissociation rate: 50 1/s
I capture coefficient: 5.0e+06 nm^3/s
I equilibrium, actual: 1.0e-10, 8.0e-10 nm^-3
AI pair diffusivity: 3000.0 nm^2/s
AI equilibrium pair ratio r: 1.00e-05
AI transport part D*: 0.0300 nm^2/s
AI migration length: 7.75 nm
I supersaturation, weight f: 8.000, 0.7500
AI share of pair population: 0.200
AV hop rate each way: 4000 1/s
AV dissociation rate: 20 1/s
V capture coefficient: 2.0e+06 nm^3/s
V equilibrium, actual: 4.0e-10, 1.0e-10 nm^-3
AV pair diffusivity: 250.0 nm^2/s
AV equilibrium pair ratio r: 4.00e-05
AV transport part D*: 0.0100 nm^2/s
AV migration length: 3.54 nm
V supersaturation, weight f: 0.250, 0.2500
AV share of pair population: 0.800
f_I with V capture switched off: 0.75002
D*: 0.0400 nm^2/s = 4.00e-16 cm^2/s
D* from rate matrix: 0.039996 nm^2/s
D from rate matrix: 0.24246 nm^2/s = 2.425e-15 cm^2/s
enhancement, law and rate matrix: 6.0625, 6.0622
enhancement with population weights: 1.8000
nondilute: pair ratios times 1e+04
nondilute enhancement, law and matrix: 4.7862, 4.7863
estimated beta for AI, AV: 1.6e-05, 2.5e-05
exaggerated beta: 0.50
modified s_I, s_V: 7.5556, 0.1500
enhancement with beta, law and matrix: 5.7042, 5.7039
same beta, s_I*s_V=1, law: 6.0312
same beta, s_I*s_V=1, matrix: 6.0309
anneal stage times: 600, 1400 s
second stage s_I, s_V: 2.00, 0.50
time-averaged s_I, s_V: 3.800, 0.425
time-averaged enhancement: 2.9562
variance, law and matrix: 473.00, 472.94 nm^2
variance at equilibrium, same time: 160.00 nm^2
profile test: s_I from 1 to 8, s_V = 0.25
dopant max/min, flux law: 7.4615
dopant max/min, period 2000 nm: 7.4607
dopant max/min, period 10 nm: 6.1663
charged model: theta 0.5, kappa 0.2, d(AI0) 1200 nm^2/s
n/n_i=1: f_I 0.7826, D* 0.04600 nm^2/s, E 6.3147
n/n_i=5: f_I 0.8571, D* 0.06999 nm^2/s, E 6.8914
retardation E=0.80: f_I at most 0.2000
bound reached at s_I: 2.000
```
